Localisation lengths of disordered strips by QR, and the width test

A two-dimensional channel is cooled until electrons keep their phase over many scatterings. Its conductance may then stay metallic, changing with length roughly as Ohm's law says, or fall exponentially with length because the wavefunctions are localised. A sample much shorter than the localisation length shows no exponential fall in either case. The question for a calculation is how to tell them apart from samples of affordable size.

A long strip of width M offers a way in. With disorder it has a finite decay length λ_M, and the trend of λ_M with M carries information about the plane. The task is to compute λ_M reliably and then to read the trend without being misled.

**The strip as a recursion**

Take a square lattice with one orbital per cell, hopping −t between neighbours, and independent site energies ε uniform in [−W/2, W/2]. The strip is M cells wide and closed into a ring across. Lengths are in cells. Let the vector ψ_n hold the M amplitudes of slice n, and let H_n be the Hamiltonian within that slice. The Schrödinger equation reads

H_n ψ_n − t ψ_(n+1) − t ψ_(n−1) = E ψ_n.

Solving for the next slice gives

ψ_(n+1) = K_n ψ_n − ψ_(n−1),  K_n = (H_n − E)/t.

In block form, (ψ_(n+1), ψ_n) = T_n (ψ_n, ψ_(n−1)), with

T_n = [[K_n, −1], [1, 0]].

Let J = [[0, 1], [−1, 0]]. Then J T_n = [[1, 0], [−K_n, 1]]. Since K_n is symmetric, T_nᵀ = [[K_n, 1], [−1, 0]], and multiplication gives

T_nᵀ J T_n = [[K_n − K_n, 1], [−1, 0]] = J.

The product P = T_L…T_1 inherits this property, so P⁻¹ = J⁻¹PᵀJ. As J is orthogonal, P⁻¹ has the same singular values as P, and they come in reciprocal pairs. The Lyapunov exponents, the limits of (1/L) ln σ_i(P), therefore come in pairs ±γ_i. Order the positive ones as γ_1 ≥ … ≥ γ_M. The slowest decay dominates at long distance, so

λ_M = 1/γ_M.

This is the decay length of an amplitude.

**What goes wrong with the plain product**

The obvious scheme multiplies the T_n onto M starting columns and factorises once at the end. Every generic column contains some of the fastest-growing direction. After L slices, the slowest direction is smaller than the fastest by the factor exp[−(γ_1 − γ_M)L]. Double precision resolves relative differences of about 2.2 × 10⁻¹⁶, whose logarithm is −36. The slow direction is therefore lost after about

L = 36/(γ_1 − γ_M)

slices. For M = 4, W = 180 meV and the hopping used below, 200 slices have γ_1 = 1.478 and γ_4 = 0.4445 per cell, so the loss comes after about 35 slices.

What remains in the last column, once the other directions are removed, is rounding noise of relative size 2.2 × 10⁻¹⁶ on a vector that has grown as exp(γ_1 L). The false exponent should then be near γ_1 − 36/L = 1.478 − 0.180 = 1.298. A single final factorisation gives 1.289, almost three times the right value. A longer strip makes this worse: if the columns are rescaled by a common factor to avoid overflow, which otherwise comes near 480 slices, the false value tends to γ_1.

**Orthogonalise before the information is lost**

The cure follows from the cause: separate the columns while they are still distinguishable. Start from a frame Q_0 of M orthonormal columns, propagate it by q slices, and factorise:

(T…T) Q_(k−1) = Q_k R_k.

Here Q_k has orthonormal columns and R_k is upper triangular. Continue with Q_k. After m blocks, L = mq and

P Q_0 = Q_m R_m…R_1.

The diagonal of a product of triangular matrices is the product of the diagonals. The first j diagonal entries multiply to the volume spanned by the first j columns, which for a generic start grows as exp[(γ_1 + … + γ_j)L]. Dividing the volume for j by that for j − 1 leaves

γ_j = lim (1/L) Σ_k ln |(R_k)_jj|.

The numbers that would have overflowed are stored as logarithms, and the directions are kept apart. The interval q must satisfy exp[q(γ_1 − γ_M)] ≪ 10¹⁶. With q = 10 and the exponents above, the left side is about 3 × 10⁴. Wider strips have a larger gap: at M = 32 in the examples below it is 1.4 to 1.55 per cell, the left side reaches about 5 × 10⁶, and q = 10 is still safe while q = 30 is not.

**Does this exponent describe transport?**

Choose ψ_0 = 0 and ψ_1 = 1, the M × M unit matrix, so that each ψ_n is a matrix. Let D = (H − E)/t for a strip of L slices with open ends. It has blocks K_n on the diagonal and −1 beside them. Apply D to the column Ψ = (ψ_1, …, ψ_L). The recursion makes every row vanish except the last, which gives K_L ψ_L − ψ_(L−1) = ψ_(L+1):

D Ψ = (0, …, 0, ψ_(L+1)).

Multiply by D⁻¹ and read the first block: 1 = (D⁻¹)_1L ψ_(L+1). The Green function is G = (E − H)⁻¹ = −D⁻¹/t, so

G_1L = −ψ_(L+1)⁻¹/t.

The norm of G_1L is set by the smallest singular value of ψ_(L+1), which grows as exp(γ_M L) provided the upper half of the final frame is not close to singular. Hence ‖G_1L‖ falls as exp(−L/λ_M). Transmission probabilities contain |G_1L|², so the typical conductance falls as exp(−2L/λ_M).

A recursive calculation of G_1L on the same disorder (M = 6, 4000 slices, W = 180 meV) gives 0.3440 per cell, against 0.3448 from QR. The difference, multiplied by 4000, is about 3 in a logarithm near 1400, which is the size of an end effect.

The same algebra gives an identity at finite length. Let U be the unit matrix with its first block column replaced by Ψ. Because ψ_1 = 1, U is lower triangular with unit diagonal, and det U = 1. The first block column of DU is (0, …, 0, ψ_(L+1)). Deleting that column and the last row leaves a triangular matrix with −1 on its diagonal. Therefore |det D| = |det ψ_(L+1)|. Since ψ_(L+1) is the upper half of the final frame, Q_top, times all the triangular factors,

ln |det D| = Σ ln |R_jj| + ln |det Q_top|,

where the sum runs over all columns and blocks. For M = 6 and L = 40 both sides are 203.210428. This tests the sum of the exponents, whereas the Green function tests the smallest one.

**Two limits with known answers**

Without disorder, a transverse wave of wavenumber k turns K_n into the number κ = −E/t − 2 cos k. Inserting ψ_n ∝ exp(γn) gives 2 cosh γ = κ, so γ_k = arccosh(κ/2) for energies below the band. At E = −4.6t and M = 4 the numerical exponents agree to rounding.

The opposite limit is a single chain with weak disorder inside the band. Write E = −2t cos k, v_n = ε_n/t and z_n = ψ_n − exp(−ik) ψ_(n−1). The recursion ψ_(n+1) = (2 cos k + v_n)ψ_n − ψ_(n−1) gives

z_(n+1) = exp(ik) z_n + v_n ψ_n.

Set exp(ik) z_n = r exp(iθ). Its imaginary part is ψ_n sin k, so ψ_n = r sin θ/sin k. With s = v_n/sin k,

|z_(n+1)|²/|z_n|² = |exp(iθ) + s sin θ|² = 1 + s sin 2θ + s² sin²θ.

Half the logarithm, to second order in s, is

½[s sin 2θ + s² sin²θ − ½ s² sin²2θ].

The phase θ depends on earlier sites alone, so the linear term averages to zero. If θ is uniformly distributed, both squared sines average to ½, and γ = ⟨s²⟩/8. With ⟨ε²⟩ = W²/12 and sin²k = 1 − E²/(4t²),

λ = 24(4t² − E²)/W².

The uniform phase fails at the band centre and near the band edges, where successive phases do not spread evenly. At E = −t and W = t the formula gives 72 cells, and the QR calculation gives 70.7 ± 1.0.

**From strips to the plane**

Define Λ = λ_M/M and its logarithmic slope

s = d ln Λ/d ln M.

If the plane is localised with length ξ, then λ_M → ξ and s → −1. At a critical point Λ becomes constant and s → 0. In a metal whose conductance grows with size, s is positive. These are statements about large M; a finite set of widths supplies evidence and not proof.

The example is an electron channel with mass 0.5 m_e, divided into cells of a = 2 nm. Expanding −2t cos(ka) for small k gives a kinetic energy ta²k². Matching it to ħ²k²/(2m) gives t = ħ²/(2ma²) = 19.05 meV. The energy is held 20 meV above the clean band bottom, so E/t = −4 + 20/19.05 = −2.95. Each case uses 16 independent strips of 3000 to 6000 slices, after 400 discarded slices; errors are standard errors from the scatter between strips.

Values of Λ at M = 8, 16, 32:

W = 120 meV: 0.805, 0.602, 0.413
W = 150 meV: 0.559, 0.384, 0.244
W = 180 meV: 0.416, 0.267, 0.160

All six slopes are negative by far more than three standard errors. At 180 meV they are −0.640 ± 0.014 and then −0.739 ± 0.015. The slopes also line up across disorders: intervals starting at Λ = 0.602 (120 meV) and 0.559 (150 meV) both have slope −0.542, while those starting at 0.416 (180 meV) and 0.384 (150 meV) have −0.640 and −0.654. This is what one expects if the slope depends on Λ alone, the one-parameter scaling hypothesis. Six slopes are consistent with it but do not establish it, and narrower strips deviate: from M = 4 to 8 at 180 meV, starting at Λ ≈ 0.57, the slope is only about −0.46.

**Where the trend misleads**

At W = 40 meV, Λ is 7.80, 5.35 and 5.50. The first slope, −0.544 ± 0.057, looks like clear localisation. The second is 0.038 ± 0.126 and shows no trend.

The transverse waves suggest a reason. In the clean strip a wave propagates if |E + 2t cos k| < 2t, which leaves N = 3, 5 and 11 open channels at the three widths. Doubling the width from 8 to 16 does not double N. The quotient λ_M/(N + 1) is 15.6, 14.3 and 14.7 cells at these three widths, but that steadiness is not general: at M = 10 and 12 it is about 19.5 and 10. What intermediate widths do show is that Λ jumps up and down, about 7.8, 7.8, 5.0, 6.5 and 5.2 for M = 8, 10, 12, 14 and 16. The early fall of Λ may therefore reflect the discrete transverse levels more than localisation, and these widths leave localisation at 40 meV undecided.

A procedure that could report nothing but falling Λ would also be useless. A control case gives each bond an independent, uniformly random spin rotation U from SU(2). Rotations along the strip can be absorbed by local spin axes: set ψ_n = V_n φ_n with V_(n+1) = U_n†V_n, so that V_n†U_nV_(n+1) = 1. The transverse rotations stay uniformly random. Time reversal now squares to −1 and makes each exponent doubly degenerate, so the last two are averaged.

At E = t and W = 2t, Λ rises from 4.72 ± 0.04 at M = 4 to 4.95 ± 0.05 at M = 8, a slope of 0.067 ± 0.019. That is 3.5 standard errors above zero: enough to show that the procedure can return a rise, though two small widths do not prove a metal.

**Extrapolating ξ**

It is tempting to take λ_M as linear in 1/M. Widths 8 and 16 then predict λ_32 = 4.75 cells at 180 meV, where the calculation gives 5.12. Taking the exponent as linear instead,

γ_M = 1/ξ + c/M,

predicts 4.98. At 150 and 120 meV this form gives 7.55 and 12.79, against computed values of 7.80 and 13.23, and it is again the better of the two. It is an empirical form that misses by about 3 %, always on the low side.

Eliminating c between M = 16 and 32 gives 1/ξ = 2γ_32 − γ_16. At 180 meV,

1/ξ = 2 × 0.1952 − 0.2338 = 0.1566,  ξ = 6.4 cells = 12.8 nm.

The statistical error is 0.14 cells. The boundary matters more than that at these widths: strips with open edges instead of a ring give λ of about 4.0 and 4.7 cells and an estimate of 5.6 ± 0.3 cells, while ring-closed strips along the lattice diagonal give 6.6 ± 0.3. Widths 8 and 16 alone would have given 6.0, so the estimate is still rising with width and the true ξ of the model is probably somewhat larger. At 150 and 120 meV the estimates are 10.7 and 21 cells, or 21 and 42 nm. The last is the least secure, since the widest strip is just 1.5 times ξ. Widths 32 and 64 move the estimates to 6.6 ± 0.2 cells at 180 meV and 24 ± 2 cells at 120 meV.

The form also suggests why s has not reached −1. From Λ = 1/(M/ξ + c),

s = −(M/ξ)/(M/ξ + c) = −λ_M/ξ,

so within this form the slope approaches −1 as slowly as λ_M approaches ξ. The form is only approximate: fixed by M = 16 and 32, it gives slopes from 8 to 16 that are about 0.05 shallower than the computed ones.

**Beside a real channel**

The mass and the four spin-valley flavours are rough values for monolayer MoS₂. The disorder is strong: a box of 180 meV has a standard deviation of 180/√12 = 52 meV, chosen so that ξ fits inside the strips. It also pulls many states below E, and the carrier density becomes 2.4 × 10¹³ cm⁻². Inducing that charge through SiO₂ of relative permittivity 3.9 would need about 11 MV/cm, roughly its breakdown field.

A serious omission is the interaction between electrons. At this density the Coulomb energy e²√(πn)/(4πε₀κ), with κ = 3.9, is about 320 meV. It exceeds the 20 meV between E and the clean band bottom, and even the disorder width, so the shift of ξ need not be small, and neither its size nor its sign is determined here. This bare 1/r estimate ignores the monolayer's own screening, which for a rough in-plane screening length of 3 to 5 nm lowers it to 230–270 meV at the same κ. A metal gate helps only if it is very close: at this spacing of about 1.2 nm its image charge removes roughly 28 % of the bare energy from 2 nm away and 6 % from 10 nm.

Temperature comes next. The level spacing of one flavour within an area ξ² is 5.5 meV, or 64 K, while kT at 300 K is 26 meV. A rough mobility of 100 cm²/Vs, taken with the clean velocity at 20 meV, gives a path of 3.4 nm between phonon collisions, shorter than ξ. The path scales with the mobility and would be 13.5 nm, comparable with ξ, at 400 cm²/Vs, so the comparison of kT with the level spacing is the firmer argument. The model's exponential decay should therefore not be expected at room temperature. At a field of about 4 kV/cm the potential drop over ξ equals the level spacing, a rough upper scale for linear response.

The lattice matters too. In the clean strip it raises the wavenumber at E by only 5 % along the axes and 2 % along the diagonals relative to a parabola. But a disorder width of 180 meV exceeds the whole clean bandwidth, 8t = 152 meV, so the states mix wavenumbers from far up the band, with about a third of their weight in its upper half. The value of ξ therefore belongs to the 2 nm cells as well as to the mass, and it is far from converged in the grid. Keeping the same disorder, constant over 2 nm squares, but resolving it on a 1 nm mesh raises λ at widths of 16, 32 and 64 nm from 6.7, 8.6 and 10.2 nm to about 14, 23 and 31 nm, a factor of two to three. Drawing the same box independently on 1 nm cells gives about 42 and 58 nm at the first two widths. The level spacing and field quoted above inherit this dependence. So does the filling: with the same disorder on the 1 nm mesh the carrier density drops from 2.4 to about 1.5 × 10¹³ cm⁻², the oxide field from 11 to about 7 MV/cm, and the bare Coulomb energy from 320 to about 260 meV. A spin splitting of the band edge is also left out; calculations put it near 3 meV, and transport measurements have suggested up to about 15 meV. Treated only as a shift of E, 3 meV changes λ at M = 16 and W = 180 meV by less than 1 %, and 15 meV shortens it by about 8 %. Scattering between valleys, higher conduction valleys and disorder correlated beyond one cell are left out and not sized. So is any change of symmetry class from spin-orbit coupling, which the spin control shows can alter the trend itself. The 12.8 nm is a property of the non-interacting model, not a prediction for a device. The values for the 2 nm grid at widths 8, 16 and 32 are in the numerical output below.

Table of computed values

```
mass 0.5 m_e, cell 2.0 nm, hopping t = 19.050 meV
energy above clean band bottom 20.0 meV, E/t = -2.9501
clean strip, largest exponent error 2.2e-16 per cell
chain E=-t W=t: lambda 70.66 +- 0.99 cells
chain weak-disorder formula 72.00 cells
ln|det((H-E)/t)|: QR 203.210428, dense 203.210428
gamma_min: QR 0.34484, Green 0.34403 per cell
largest |gamma_i + gamma_-i| = 2.5e-04 per cell
200 slices, M=4: gamma_1 1.4784 per cell
gamma_min repeated QR 0.4445, one final QR 1.2885
16 strips each; slices per strip {8: 6000, 16: 5000, 32: 3000}
clean open channels by width {8: 3, 16: 5, 32: 11}
W = 40 meV, W/t = 2.100
 M=8: lambda 62.43 +- 1.42 cells, Lambda 7.8034 +- 0.1779
 M=16: lambda 85.62 +- 2.80 cells, Lambda 5.3511 +- 0.1749
 M=32: lambda 175.84 +- 14.29 cells, Lambda 5.4950 +- 0.4464
 slopes 8-16: -0.544 +- 0.057, 16-32: 0.038 +- 0.126
W = 120 meV, W/t = 6.299
 M=8: lambda 6.44 +- 0.05 cells, Lambda 0.8054 +- 0.0068
 M=16: lambda 9.63 +- 0.09 cells, Lambda 0.6017 +- 0.0057
 M=32: lambda 13.23 +- 0.22 cells, Lambda 0.4134 +- 0.0069
 slopes 8-16: -0.421 +- 0.018, 16-32: -0.542 +- 0.028
W = 150 meV, W/t = 7.874
 M=8: lambda 4.47 +- 0.03 cells, Lambda 0.5589 +- 0.0033
 M=16: lambda 6.14 +- 0.07 cells, Lambda 0.3838 +- 0.0041
 M=32: lambda 7.80 +- 0.08 cells, Lambda 0.2438 +- 0.0024
 slopes 8-16: -0.542 +- 0.017, 16-32: -0.654 +- 0.021
W = 180 meV, W/t = 9.449
 M=8: lambda 3.33 +- 0.02 cells, Lambda 0.4164 +- 0.0028
 M=16: lambda 4.28 +- 0.03 cells, Lambda 0.2673 +- 0.0019
 M=32: lambda 5.12 +- 0.04 cells, Lambda 0.1601 +- 0.0013
 slopes 8-16: -0.640 +- 0.014, 16-32: -0.739 +- 0.015
W=40 meV, lambda/(open channels + 1), cells: M=8: 15.6, M=16: 14.3, M=32: 14.7
W=120 meV: lambda_32 predicted 12.79 (gamma form), 11.22 (lambda form)
 xi 21.13 +- 1.22 cells = 42.3 nm; from 8,16 only: 19.03 cells
W=150 meV: lambda_32 predicted 7.55 (gamma form), 6.97 (lambda form)
 xi 10.70 +- 0.35 cells = 21.4 nm; from 8,16 only: 9.80 cells
W=180 meV: lambda_32 predicted 4.98 (gamma form), 4.75 (lambda form)
 xi 6.39 +- 0.14 cells = 12.8 nm; from 8,16 only: 5.97 cells
spin control: 64 strips of 5000 slices
spin control E=t W=2t M=4: Lambda 4.724 +- 0.043
spin control E=t W=2t M=8: Lambda 4.948 +- 0.050
spin control slope 0.067 +- 0.019
W=180 meV: filling 0.2381, DOS 0.0844 per t per cell per flavour
carrier density, 4 flavours: 2.38e+13 cm^-2
level spacing in xi^2: 5.53 meV = 64.2 K
field with that drop over xi: 4.33e-03 MV/cm
kT at 300 K: 25.85 meV
phonon path, rough 100 cm2/Vs: 3.37 nm
Coulomb energy, permittivity 3.9: 319 meV
k excess over parabola: axis 5.0 %, diagonal 2.3 %
rough spin splitting 3.0 meV, 15 % of kinetic energy
```
